# Interlayer contacts: when the band offset cancels the gain from unpinning: verification in Python

```python
"""
Result under test: a tunnel layer between a metal and a lightly doped n-type
semiconductor changes the contact resistivity by the factor
    rho1/rho0 = exp(-(phi0-phi1)/kT) * P,
    P = cosh(kappa t)^2 + (kappa/k_m)^2 sinh(kappa t)^2,
so unpinning helps only while P < exp((phi0-phi1)/kT).

Hartree atomic units. phi0, phi1: Schottky barriers without and with layer;
t: layer thickness; kappa: decay constant in the layer at the barrier top;
k_m: metal wave number there; offset: layer band edge minus semiconductor
band edge at their interface; b: metal work function minus affinity;
phi_n: barrier at which interface states are neutral; S: pinning factor.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import airy

HARTREE_J = sc.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / sc.e
BOHR_M = sc.physical_constants["Bohr radius"][0]
OHM_CM2 = sc.hbar / sc.e**2 * (BOHR_M * 100)**2
TEMPERATURE = 300.0
KT = sc.k * TEMPERATURE / HARTREE_J

MASS = 0.3
METAL_DEPTH = 0.2        # Fermi level above metal band bottom
B_LOW, B_HIGH = 0.010, 0.030
PHI_N = 0.022
GAP, EPS_GAP = 4.0, 2.0
EPS_LAYER, EPS_SEMI = 10.0, 12.0
D_BARE, D_LAYER = 0.3, 0.01
DONORS = 1e-10
THICK = 20.0


def dipole_arm(t):
    return GAP / EPS_GAP + t / EPS_LAYER


def pinning_factor(density, t):
    return 1 / (1 + 4 * np.pi * density * dipole_arm(t))


def barrier(b, density, t):
    s = pinning_factor(density, t)
    return s * b + (1 - s) * PHI_N


def layer_drop(b, phi, t):
    return (phi - b) * (t / EPS_LAYER) / dipole_arm(t)


def poisson_barrier(b, density, t, h=0.1):
    """Finite-volume solution; returns barrier and drop across the layer."""
    n_gap, n = round(GAP / h), round((GAP + t) / h)
    eps = np.where(np.arange(n) < n_gap, EPS_GAP, EPS_LAYER) / h
    matrix, rhs = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
    matrix[0, 0], rhs[0] = 1, b
    for i in range(1, n):
        matrix[i, i - 1:i + 2] = eps[i - 1], -eps[i - 1] - eps[i], eps[i]
    matrix[n, n - 1] = -eps[n - 1]
    matrix[n, n] = eps[n - 1] + 4 * np.pi * density
    rhs[n] = 4 * np.pi * density * PHI_N
    u = np.linalg.solve(matrix, rhs)
    return u[n], u[n] - u[n_gap]


def depletion(phi):
    """Depletion width and slope of the band at the barrier top."""
    n_c = 2 * (MASS * KT / (2 * np.pi))**1.5
    bending = phi - KT * np.log(n_c / DONORS)
    assert bending > 3 * KT
    width = np.sqrt(2 * EPS_SEMI * bending / (4 * np.pi * DONORS))
    return width, 4 * np.pi * DONORS * width / EPS_SEMI


def transmission(energy, slope, phi, t=0.0, h_semi=0.0, h_metal=0.0):
    """Energy counted from the barrier top. The wave is integrated from the
    metal back through the layer, then joined to Airy waves on the slope."""
    k_m = np.sqrt(2 * MASS * (METAL_DEPTH + phi + energy))
    psi, dpsi = np.ones_like(energy) + 0j, 1j * k_m
    if t > 0:
        steps = 120
        h = -t / steps

        def curv(x):
            return 2 * MASS * (h_semi + (h_metal - h_semi) * x / t - energy)
        for j in range(steps):
            x = t + j * h
            c0, c1, c2 = curv(x), curv(x + h / 2), curv(x + h)
            a1, g1 = dpsi, c0 * psi
            a2, g2 = dpsi + h / 2 * g1, c1 * (psi + h / 2 * a1)
            a3, g3 = dpsi + h / 2 * g2, c1 * (psi + h / 2 * a2)
            a4, g4 = dpsi + h * g3, c2 * (psi + h * a3)
            psi = psi + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
            dpsi = dpsi + h / 6 * (g1 + 2 * g2 + 2 * g3 + g4)
    s = (2 * MASS * slope)**(1 / 3)
    ai, dai, bi, dbi = airy(-s * energy / slope)
    incoming = (psi * s * (dbi + 1j * dai) - dpsi * (bi + 1j * ai))
    incoming = np.abs(incoming) * np.pi / (2 * s)
    return k_m * np.pi / (s * incoming**2)


def mean_transmission(kt, slope, phi, **layer):
    x = np.linspace(-1.5, 25, 2651)
    values = transmission(x * kt, slope, phi, **layer)
    return simpson(values * np.exp(-x), x=x)


def resistivity(phi, **layer):
    mean_t = mean_transmission(KT, depletion(phi)[1], phi, **layer)
    return 2 * np.pi**2 / (MASS * KT) * np.exp(phi / KT) / mean_t


def penalty(height, phi, t):
    kappa = np.sqrt(2 * MASS * height)
    k_m = np.sqrt(2 * MASS * (METAL_DEPTH + phi))
    return np.cosh(kappa * t)**2 + (kappa / k_m * np.sinh(kappa * t))**2


phi0 = barrier(B_LOW, D_BARE, 0)
rho0 = resistivity(phi0)


def log_ratio_numeric(offset, t):
    phi = barrier(B_LOW, D_LAYER, t)
    v = layer_drop(B_LOW, phi, t)
    rho = resistivity(phi, t=t, h_semi=offset, h_metal=offset - v)
    return np.log(rho / rho0)


def log_ratio_formula(offset, t):
    phi = barrier(B_LOW, D_LAYER, t)
    v = layer_drop(B_LOW, phi, t)
    return -(phi0 - phi) / KT + np.log(penalty(offset - v / 2, phi, t))


# Pinning law and layer drop against the Poisson solution
for b in (B_LOW, B_HIGH):
    for density, t in ((D_BARE, 0), (D_LAYER, THICK), (D_BARE, THICK)):
        phi_grid, drop_grid = poisson_barrier(b, density, t)
        phi_law = barrier(b, density, t)
        assert abs(phi_grid - phi_law) < 1e-9
        assert abs(drop_grid - layer_drop(b, phi_law, t)) < 1e-9

phi1 = barrier(B_LOW, D_LAYER, THICK)
s0, s1 = pinning_factor(D_BARE, 0), pinning_factor(D_LAYER, THICK)
gain = phi0 - phi1
drop = layer_drop(B_LOW, phi1, THICK)
phi_states_kept = barrier(B_LOW, D_BARE, THICK)
high0 = barrier(B_HIGH, D_BARE, 0)
high1 = barrier(B_HIGH, D_LAYER, THICK)
assert abs(gain - (s1 - s0) * (PHI_N - B_LOW)) < 1e-12
assert phi_states_kept > phi0 and high1 > high0

# Supply factor: sum over transverse momentum against the Boltzmann form
def transverse_term(k):
    z = (phi1 + k * k / (2 * MASS)) / KT
    return k * np.exp(-z) / (1 + np.exp(-z))**2 / KT / (2 * np.pi**2)


k_thermal = np.sqrt(2 * MASS * KT)
supply = quad(transverse_term, 0, 8 * k_thermal, epsabs=0, epsrel=1e-9)[0]
boltzmann = MASS * np.exp(-phi1 / KT) / (2 * np.pi**2)
assert abs(supply / boltzmann - 1) < 1e-5

# Flat-layer transmission formula, well above the barrier top
slope1 = depletion(phi1)[1]
e_test = np.array([10.0, 20.0]) * KT
k_s = np.sqrt(2 * MASS * e_test)
k_m = np.sqrt(2 * MASS * (METAL_DEPTH + phi1 + e_test))
for height, t in ((0.03, 10.0), (0.07, 20.0)):
    kap = np.sqrt(2 * MASS * (height - e_test))
    flat = 4 * k_s * k_m / (
        ((k_s + k_m) * np.cosh(kap * t))**2
        + ((kap - k_s * k_m / kap) * np.sinh(kap * t))**2)
    wave = transmission(e_test, slope1, phi1, t=t, h_semi=height,
                        h_metal=height)
    assert np.max(np.abs(wave / flat - 1)) < 0.01

# Cold limit: slow incoming electrons must give the penalty factor P.
# Remaining terms are of order k_s/k_m, about one per cent here.
cold_errors = []
for scale in (1.0, 0.01):
    args = (KT * scale, slope1 * scale**1.5, phi1)
    bare = mean_transmission(*args)
    covered = mean_transmission(*args, t=THICK, h_semi=0.07, h_metal=0.07)
    cold_errors.append(np.log(bare / covered)
                       - np.log(penalty(0.07, phi1, THICK)))
assert abs(cold_errors[1]) < 0.04
assert abs(cold_errors[1]) < 0.3 * abs(cold_errors[0])

# Neglected depletion charge shifts the barriers by much less than kT
shifts = [s * 4 * np.pi * DONORS * depletion(p)[0] * dipole_arm(t) / KT
          for s, p, t in ((s0, phi0, 0), (s1, phi1, THICK))]
assert max(shifts) < 0.1

# Resistance ratio at 300 K. The formula omits thermal terms of order
# k_s/k_m and m kT t/kappa, which together reach a few tenths in the log.
offsets = (0.01, 0.03, 0.06, 0.12)
numeric = np.array([log_ratio_numeric(d, THICK) for d in offsets])
formula = np.array([log_ratio_formula(d, THICK) for d in offsets])
assert np.max(np.abs(numeric - formula)) < 0.45
assert np.all(np.diff(numeric) > 0) and numeric[0] < 0 < numeric[-1]

# Break-even offsets; same omitted thermal terms set the tolerance
thicknesses = (15.0, 20.0, 25.0, 30.0)
critical = []
for t in thicknesses:
    exact = brentq(log_ratio_numeric, 0.006, 0.3, args=(t,), xtol=1e-8)
    closed = brentq(log_ratio_formula, 0.006, 0.3, args=(t,), xtol=1e-8)
    phi = barrier(B_LOW, D_LAYER, t)
    simple = (layer_drop(B_LOW, phi, t) / 2
              + ((phi0 - phi) / (2 * KT) + np.log(2))**2 / (2 * MASS * t**2))
    assert abs(closed / exact - 1) < 0.15
    assert simple > closed
    critical.append((t, phi, exact, closed, simple))

print(f"temperature = {TEMPERATURE:.0f} K, kT = {KT:.6f} hartree")
print(f"effective mass = {MASS} electron masses")
print(f"metal Fermi level above band bottom = {METAL_DEPTH} hartree")
print(f"unpinned barrier b = {B_LOW:.3f} hartree")
print(f"neutral-state barrier phi_N = {PHI_N:.3f} hartree")
print(f"gap width = {GAP} bohr, gap permittivity = {EPS_GAP}")
print(f"layer thickness = {THICK} bohr = {THICK*BOHR_M*1e9:.3f} nm")
print(f"permittivity: layer {EPS_LAYER}, semiconductor {EPS_SEMI}")
print(f"state density bare = {D_BARE} per hartree per bohr^2")
print(f"state density with layer = {D_LAYER} per hartree per bohr^2")
print(f"donor density = {DONORS:.1e} per bohr^3")
print(f"dipole arm A: bare {dipole_arm(0):.2f}, "
      f"with layer {dipole_arm(THICK):.2f} bohr")
print(f"pinning factor S: bare {s0:.4f}, with layer {s1:.4f}")
print(f"barrier bare = {phi0:.5f} hartree = {phi0*HARTREE_EV:.3f} eV")
print(f"barrier with layer = {phi1:.5f} hartree = {phi1*HARTREE_EV:.3f} eV")
print(f"barrier reduction = {gain:.5f} hartree, over kT = {gain/KT:.3f}")
print(f"thermionic gain factor exp(reduction/kT) = {np.exp(gain/KT):.1f}")
print(f"potential-energy drop across layer = {drop:.5f} hartree")
print(f"layer but states kept: S = {pinning_factor(D_BARE, THICK):.4f}, "
      f"barrier = {phi_states_kept:.5f} hartree")
print(f"metal with b = {B_HIGH:.3f} hartree: barrier bare {high0:.5f}, "
      f"with layer {high1:.5f} hartree")
print(f"depletion-charge shift over kT: bare {shifts[0]:.4f}, "
      f"with layer {shifts[1]:.4f}")
print(f"bare contact resistivity = {rho0:.3e} a.u. "
      f"= {rho0*OHM_CM2:.3e} ohm cm^2")
print("thickness 20 bohr, same unpinning, four offsets:")
for d, num, form in zip(offsets, numeric, formula):
    kap = np.sqrt(2 * MASS * (d - drop / 2))
    print(f" offset {d:.2f} hartree: kappa t = {kap*THICK:.3f}, "
          f"P = {penalty(d-drop/2, phi1, THICK):.4g}")
    print(f"  rho1/rho0 numeric {np.exp(num):.4g}, formula "
          f"{np.exp(form):.4g}; rho1 = {rho0*np.exp(num)*OHM_CM2:.3e} ohm cm^2")
print("break-even offset in hartree (numeric, formula, simple estimate):")
for t, phi, exact, closed, simple in critical:
    print(f" t = {t:.0f} bohr, barrier {phi:.5f} hartree: "
          f"{exact:.4f}, {closed:.4f}, {simple:.4f}")
print(f"break-even offset at 20 bohr, numeric = "
      f"{critical[1][2]*HARTREE_EV:.3f} eV")
print(f"log error of P at 300 K = {cold_errors[0]:.4f}, "
      f"at 3 K scaling = {cold_errors[1]:.4f}")
print("finished without a failed check")
```

It prints:

```
temperature = 300 K, kT = 0.000950 hartree
effective mass = 0.3 electron masses
metal Fermi level above band bottom = 0.2 hartree
unpinned barrier b = 0.010 hartree
neutral-state barrier phi_N = 0.022 hartree
gap width = 4.0 bohr, gap permittivity = 2.0
layer thickness = 20.0 bohr = 1.058 nm
permittivity: layer 10.0, semiconductor 12.0
state density bare = 0.3 per hartree per bohr^2
state density with layer = 0.01 per hartree per bohr^2
donor density = 1.0e-10 per bohr^3
dipole arm A: bare 2.00, with layer 4.00 bohr
pinning factor S: bare 0.1171, with layer 0.6655
barrier bare = 0.02059 hartree = 0.560 eV
barrier with layer = 0.01401 hartree = 0.381 eV
barrier reduction = 0.00658 hartree, over kT = 6.927
thermionic gain factor exp(reduction/kT) = 1019.1
potential-energy drop across layer = 0.00201 hartree
layer but states kept: S = 0.0622, barrier = 0.02125 hartree
metal with b = 0.030 hartree: barrier bare 0.02294, with layer 0.02732 hartree
depletion-charge shift over kT: bare 0.0048, with layer 0.0368
bare contact resistivity = 8.321e+14 a.u. = 9.572e+01 ohm cm^2
thickness 20 bohr, same unpinning, four offsets:
 offset 0.01 hartree: kappa t = 1.469, P = 5.415
  rho1/rho0 numeric 0.004659, formula 0.005313; rho1 = 4.460e-01 ohm cm^2
 offset 0.03 hartree: kappa t = 2.638, P = 55.96
  rho1/rho0 numeric 0.04564, formula 0.05491; rho1 = 4.369e+00 ohm cm^2
 offset 0.06 hartree: kappa t = 3.763, P = 592
  rho1/rho0 numeric 0.4829, formula 0.5809; rho1 = 4.622e+01 ohm cm^2
 offset 0.12 hartree: kappa t = 5.344, P = 1.705e+04
  rho1/rho0 numeric 14.02, formula 16.73; rho1 = 1.342e+03 ohm cm^2
break-even offset in hartree (numeric, formula, simple estimate):
 t = 15 bohr, barrier 0.01367 hartree: 0.1304, 0.1259, 0.1403
 t = 20 bohr, barrier 0.01401 hartree: 0.0713, 0.0683, 0.0730
 t = 25 bohr, barrier 0.01433 hartree: 0.0439, 0.0418, 0.0436
 t = 30 bohr, barrier 0.01463 hartree: 0.0295, 0.0278, 0.0286
break-even offset at 20 bohr, numeric = 1.939 eV
log error of P at 300 K = -0.2001, at 3 K scaling = -0.0146
finished without a failed check
```
